# The 1/n Exact-Exchange Mixing and the One Quarter of PBE0: verification in Python

```python
"""Result under test: if the exchange-correlation integrand is
    W(lam) = W_DFA(lam) + (Ex - Ex_DFA) * (1 - lam)**(n - 1),
then Exc = Exc_DFA + (Ex - Ex_DFA) / n, and n = 4 with PBE gives PBE0.
lam: coupling strength at fixed density; Ex: exact exchange energy;
DFA: semilocal density functional; n: order assigned to the integrand.
Energies are in hartree, lengths in bohr, unless a label says otherwise.
The Hubbard ring uses its hopping energy t as the unit.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import ao2mo, dft, gto, mcscf, mp, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
nodes, weights = np.polynomial.legendre.leggauss(16)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights


def perturbation_energies(levels, perturbation, ref, order):
    """Rayleigh-Schroedinger energies, orders 0..order, diagonal H0."""
    gap = levels[ref] - levels
    gap[ref] = 1.0
    start = np.zeros(len(levels))
    start[ref] = 1.0
    states, energies = [start], [levels[ref]]
    for k in range(1, order + 1):
        image = perturbation @ states[k - 1]
        energies.append(image[ref])
        new = image - sum(energies[j] * states[k - j]
                          for j in range(1, k + 1))
        new = new / gap
        new[ref] = 0.0
        states.append(new)
    return np.array(energies)


# --- The difference polynomial is fixed by its endpoint conditions ---
lam = sp.symbols("lam")
mixing = {}
for n in range(1, 7):
    coeffs = sp.symbols("c0:%d" % n)
    poly = sum(c * lam**k for k, c in enumerate(coeffs))
    conditions = [poly.subs(lam, 0) - 1]
    conditions += [sp.diff(poly, lam, k).subs(lam, 1)
                   for k in range(n - 1)]
    solutions = list(sp.linsolve(conditions, coeffs))
    assert len(solutions) == 1
    solved = sum(c * lam**k for k, c in enumerate(solutions[0]))
    assert not solved.free_symbols - {lam}
    assert sp.expand(solved - (1 - lam)**(n - 1)) == 0
    mixing[n] = sp.integrate(solved, (lam, 0, 1))
    assert mixing[n] == sp.Rational(1, n)
print("Mixing a from solved polynomials, n=1..6:",
      ", ".join(str(mixing[n]) for n in mixing))

# --- Fixed-density connection: two electrons on a three-site ring ---
ring_u = 3.0
hop = -(np.ones((3, 3)) - np.eye(3))
kinetic = np.kron(hop, np.eye(3)) + np.kron(np.eye(3), hop)
repulsion = np.diag(ring_u * np.eye(3).ravel())


def ring_state(coupling):
    energy, vectors = np.linalg.eigh(kinetic + coupling * repulsion)
    vector = vectors[:, 0]
    density = 2 * np.sum(vector.reshape(3, 3)**2, axis=1)
    assert np.allclose(density, 2 / 3, atol=1e-10)
    return energy[0], vector @ repulsion @ vector


ring_integral = sum(w * ring_state(x)[1] for x, w in zip(nodes, weights))
ring_change = ring_state(1.0)[0] - ring_state(0.0)[0]
assert abs(ring_integral - ring_change) < 1e-9
ring_levels, ring_basis = np.linalg.eigh(kinetic)
ring_series = perturbation_energies(
    ring_levels, ring_basis.T @ repulsion @ ring_basis, 0, 5)


def ring_truncated(coupling, order):
    return sum(k * ring_series[k] * coupling**(k - 1)
               for k in range(1, order + 1))


# An integrand kept through energy order m must err as lam**m.
for m in (2, 3, 4):
    error_big = ring_state(0.04)[1] - ring_truncated(0.04, m)
    error_small = ring_state(0.02)[1] - ring_truncated(0.02, m)
    assert abs(np.log2(error_big / error_small) - m) < 0.1
print(f"Ring: repulsion U = {ring_u:.1f} t")
print(f"Ring: integral of <Vee> over lam = {ring_integral:.6f} t")
print(f"Ring: energy change by diagonalization = {ring_change:.6f} t")
for k in (2, 3, 4):
    print(f"Ring: energy coefficient of order {k} = {ring_series[k]:.6f} t")
print(f"Ring: exact <Vee> at lam=1 = {ring_state(1.0)[1]:.6f} t")
for m in (2, 3, 4):
    print(f"Ring: <Vee> at lam=1 through energy order {m} = "
          f"{ring_truncated(1.0, m):.6f} t")


# --- Coordinate scaling: two interacting electrons in a harmonic well ---
def harmonic_pair(coupling, omega):
    """Return <T + coupling*Vee> and <r1^2 + r2^2>."""
    r = np.linspace(0, 30, 6002)[1:-1]
    step = r[1] - r[0]
    diagonal = 2 / step**2 + omega**2 * r**2 / 4 + coupling / r
    off = -np.ones(len(r) - 1) / step**2
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    r_squared = np.sum(vector[:, 0]**2 * r**2)
    internal = 0.75 * omega + energy[0] - omega**2 * r_squared / 4
    return internal, 1.5 / omega + r_squared / 2


scale = 0.5
f_weak, spread_weak = harmonic_pair(scale, 0.25)
f_full, spread_full = harmonic_pair(1.0, 0.25 / scale**2)
assert abs(f_weak / (scale**2 * f_full) - 1) < 1e-4
assert abs(spread_weak * scale**2 / spread_full - 1) < 1e-4
print(f"Well: <T+lam*Vee> at lam=0.5 = {f_weak:.5f} hartree")
print(f"Well: lam^2 * scaled full-coupling value = "
      f"{scale**2 * f_full:.5f} hartree")


# --- PBE integrand and PBE0 for the sodium atom and dimer ---
def make_molecule(geometry, spin):
    mol = gto.M(atom=geometry, unit="Bohr", basis="def2-tzvp",
                spin=spin, verbose=0)
    mol.incore_anyway = True  # keep all integrals in memory
    return mol


class IntegrandData:
    """PBE orbitals, exchange energies and the PBE coupling integrand."""

    def __init__(self, mol):
        pbe = dft.UKS(mol)
        pbe.xc = "pbe,pbe"
        pbe.conv_tol = 1e-10
        pbe.kernel()
        assert pbe.converged
        dm = np.array(pbe.make_rdm1())
        ni = pbe._numint
        ao = ni.eval_ao(mol, pbe.grids.coords, deriv=1)
        self.rho = np.array([ni.eval_rho(mol, ao, d, xctype="GGA")
                             for d in dm])
        self.volume = pbe.grids.weights
        self.total_pbe = pbe.energy_tot(dm)
        self.ex_pbe = self.semilocal("pbe,", 1.0)
        self.ec_pbe = self.semilocal(",pbe", 1.0)
        exchange = pbe.get_k(mol, dm)
        self.ex_exact = -0.5 * np.einsum("sij,sji->", dm, exchange)
        hybrid = dft.UKS(mol)
        hybrid.xc = "pbe0"
        hybrid.grids = pbe.grids
        self.total_pbe0 = hybrid.energy_tot(dm)

    def semilocal(self, code, gamma):
        """Functional of the density gamma^3 rho(gamma r)."""
        scaled = self.rho * gamma**3
        scaled[:, 1:4] *= gamma
        per_electron = dft.libxc.eval_xc(code, scaled, spin=1, deriv=1)[0]
        density = self.rho[0, 0] + self.rho[1, 0]
        return np.sum(self.volume * density * per_electron)

    def pbe_integrand(self, coupling):
        step = 1e-3 * coupling
        upper, lower = coupling + step, coupling - step
        slope = (upper**2 * self.semilocal(",pbe", 1 / upper)
                 - lower**2 * self.semilocal(",pbe", 1 / lower))
        return self.ex_pbe + slope / (2 * step)


bond = 5.8
atom_mol = make_molecule("Na 0 0 0", 1)
dimer_mol = make_molecule(f"Na 0 0 0; Na 0 0 {bond}", 0)
atom, dimer = IntegrandData(atom_mol), IntegrandData(dimer_mol)

integrated = {}
for name, system in (("Na", atom), ("Na2", dimer)):
    curve = np.array([system.pbe_integrand(x) for x in nodes])
    exc_pbe = system.ex_pbe + system.ec_pbe
    # Tolerance covers finite differences and the lam*log(lam) behaviour.
    assert abs(weights @ curve - exc_pbe) < 3e-5
    gap_x = system.ex_exact - system.ex_pbe
    integrated[name] = weights @ (curve + gap_x * (1 - nodes)**3)
    shift = system.total_pbe0 - system.total_pbe
    assert abs(integrated[name] - (exc_pbe + shift)) < 3e-5
    assert abs(shift / gap_x - 0.25) < 1e-4
    print(f"{name}: exact exchange = {system.ex_exact:.6f} hartree")
    print(f"{name}: PBE exchange = {system.ex_pbe:.6f} hartree")
    print(f"{name}: PBE correlation = {system.ec_pbe:.6f} hartree")
    print(f"{name}: integrated n=4 model Exc = "
          f"{integrated[name]:.6f} hartree")
    print(f"{name}: library PBE0 Exc = {exc_pbe + shift:.6f} hartree")
    print(f"{name}: mixing implied by library PBE0 = {shift / gap_x:.6f}")


def binding(quantity):
    return 2 * quantity(atom) - quantity(dimer)


bind_pbe = binding(lambda s: s.total_pbe)
bind_pbe0 = binding(lambda s: s.total_pbe0)
bind_gap = binding(lambda s: s.ex_exact - s.ex_pbe)
assert abs(bind_pbe + bind_gap / 4 - bind_pbe0) < 1e-6
print(f"Na2 bond length = {bond:.1f} bohr")
print(f"Binding, PBE = {bind_pbe:.6f} hartree")
print(f"Binding, exact minus PBE exchange = {bind_gap:.6f} hartree")
for n in range(1, 6):
    print(f"Binding, hybrid with n={n} = {bind_pbe + bind_gap / n:.6f} hartree")
print(f"Binding, library PBE0 = {bind_pbe0:.6f} hartree"
      f" = {bind_pbe0 * HARTREE_EV:.4f} eV")
for x in (0.25, 0.5, 0.75, 1.0):
    w_pbe = binding(lambda s: s.pbe_integrand(x))
    print(f"Binding integrand, lam={x:.2f}: PBE {w_pbe:.6f}, "
          f"n=4 {w_pbe + bind_gap * (1 - x)**3:.6f} hartree")

# --- Perturbation orders for the valence electron pair of the dimer ---
rhf = scf.RHF(dimer_mol)
rhf.conv_tol = 1e-11
rhf.kernel()
uhf = scf.UHF(atom_mol)
uhf.conv_tol = 1e-11
uhf.kernel()
assert rhf.converged and uhf.converged
core = 10
active = rhf.mo_coeff[:, core:]
size = active.shape[1]
ao_integrals = dimer_mol.intor("int2e", aosym="s8")
eri = ao2mo.restore(1, ao2mo.kernel(ao_integrals, active), size)
valence_field = 2 * eri[:, :, 0, 0] - eri[:, 0, 0, :]
unit = np.eye(size)
orbital = rhf.mo_energy[core:]
pair_levels = np.add.outer(orbital, orbital).ravel()
fluctuation = eri.transpose(0, 2, 1, 3).reshape(size**2, size**2).copy()
fluctuation -= np.kron(valence_field, unit) + np.kron(unit, valence_field)
pair_series = perturbation_energies(pair_levels, fluctuation, 0, 4)
ground = eigh(fluctuation + np.diag(pair_levels), eigvals_only=True,
              subset_by_index=[0, 0])[0]
full_correlation = ground - pair_series[0] - pair_series[1]
mp2 = mp.MP2(rhf, frozen=core).run()
assert abs(pair_series[2] - mp2.e_corr) < 1e-7
# Two electrons in all non-core orbitals: exact for the valence pair,
# with the core potential built separately by the library.
casci = mcscf.CASCI(rhf, size, 2)
casci.canonicalization = False
casci.fcisolver.conv_tol = 1e-11
casci_energy = casci.kernel()[0]
assert abs(rhf.e_tot + full_correlation - casci_energy) < 1e-6
bind_hf = 2 * uhf.e_tot - rhf.e_tot
print(f"Valence pair: Hartree-Fock binding = {bind_hf:.6f} hartree")
remaining = []
for m in (2, 3, 4):
    correlation = sum(pair_series[2:m + 1])
    remaining.append(abs(full_correlation - correlation))
    print(f"Valence pair: MP{m} binding = {bind_hf - correlation:.6f} hartree"
          f", correlation share {100 * correlation / full_correlation:.1f} %")
assert remaining[2] < remaining[1] < remaining[0]
bind_full = bind_hf - full_correlation
print(f"Valence pair: full binding = {bind_full:.6f} hartree"
      f" = {bind_full * HARTREE_EV:.4f} eV")
print("all assertions hold")
```

It prints:

```
Mixing a from solved polynomials, n=1..6: 1, 1/2, 1/3, 1/4, 1/5, 1/6
Ring: repulsion U = 3.0 t
Ring: integral of <Vee> over lam = 0.725083 t
Ring: energy change by diagonalization = 0.725083 t
Ring: energy coefficient of order 2 = -0.333333 t
Ring: energy coefficient of order 3 = 0.055556 t
Ring: energy coefficient of order 4 = 0.009259 t
Ring: exact <Vee> at lam=1 = 0.506601 t
Ring: <Vee> at lam=1 through energy order 2 = 0.333333 t
Ring: <Vee> at lam=1 through energy order 3 = 0.500000 t
Ring: <Vee> at lam=1 through energy order 4 = 0.537037 t
Well: <T+lam*Vee> at lam=0.5 = 0.50823 hartree
Well: lam^2 * scaled full-coupling value = 0.50823 hartree
Na: exact exchange = -13.972714 hartree
Na: PBE exchange = -13.914038 hartree
Na: PBE correlation = -0.370619 hartree
Na: integrated n=4 model Exc = -14.299326 hartree
Na: library PBE0 Exc = -14.299326 hartree
Na: mixing implied by library PBE0 = 0.250000
Na2: exact exchange = -27.932829 hartree
Na2: PBE exchange = -27.828527 hartree
Na2: PBE correlation = -0.759601 hartree
Na2: integrated n=4 model Exc = -28.614204 hartree
Na2: library PBE0 Exc = -28.614204 hartree
Na2: mixing implied by library PBE0 = 0.250000
Na2 bond length = 5.8 bohr
Binding, PBE = 0.028419 hartree
Binding, exact minus PBE exchange = -0.013050 hartree
Binding, hybrid with n=1 = 0.015369 hartree
Binding, hybrid with n=2 = 0.021894 hartree
Binding, hybrid with n=3 = 0.024069 hartree
Binding, hybrid with n=4 = 0.025156 hartree
Binding, hybrid with n=5 = 0.025809 hartree
Binding, library PBE0 = 0.025156 hartree = 0.6845 eV
Binding integrand, lam=0.25: PBE 0.013077, n=4 0.007572 hartree
Binding integrand, lam=0.50: PBE 0.020504, n=4 0.018873 hartree
Binding integrand, lam=0.75: PBE 0.025590, n=4 0.025386 hartree
Binding integrand, lam=1.00: PBE 0.029333, n=4 0.029333 hartree
Valence pair: Hartree-Fock binding = -0.000908 hartree
Valence pair: MP2 binding = 0.016706 hartree, correlation share 66.5 %
Valence pair: MP3 binding = 0.021797 hartree, correlation share 85.8 %
Valence pair: MP4 binding = 0.023915 hartree, correlation share 93.8 %
Valence pair: full binding = 0.025564 hartree = 0.6956 eV
all assertions hold
```
